\section*{Norm loss under an absorbing potential, with an electron leaving silicon}

\section{The decision: what to count, and when to stop}

A real-time calculation of electrons knocked out of a wafer during ion implantation has a box of finite size. An emitted electron reaches the edge within femtoseconds, and a hard edge would send it back. One cure is to replace the Hamiltonian $H$ near the edge by $H-iW$, where $W$ is an absorbing potential. The wavefunction then shrinks, and one must decide whether the missing norm may be counted as emission, how long to run before reading it, and how strong to make $W$. All three questions start from the rate at which $W$ removes norm; the last also needs the reflection that $W$ causes.

The equation of motion is
\begin{equation}
i\hbar\,\partial_t\psi=(H-iW)\psi ,
\label{eom}
\end{equation}
and the quantity followed is the squared norm $N=\langle\psi|\psi\rangle$. The inner product is antilinear in its left slot. Energies are in eV, lengths in nm and times in fs, so that $\hbar=0.6582$ eV\,fs and $\hbar^2/m=0.0762$ eV\,nm$^2$ for the electron mass $m$.

\section{Simplest case: the same absorption everywhere}

Let $W$ be a real constant. Try $\psi=e^{-Wt/\hbar}\phi$. Then
\begin{equation}
i\hbar\,\partial_t\psi=e^{-Wt/\hbar}\left(i\hbar\,\partial_t\phi-iW\phi\right),
\end{equation}
while the right side of (\ref{eom}) is $e^{-Wt/\hbar}(H\phi-iW\phi)$. The $W$ terms cancel, leaving $i\hbar\,\partial_t\phi=H\phi$. The factor $\phi$ evolves without absorption and keeps its norm, so
\begin{equation}
N(t)=N(0)\,e^{-2Wt/\hbar}.
\label{uniform}
\end{equation}
The amplitude decays at the rate $W/\hbar$, and squaring it gives the factor 2. The lifetime of the probability is $\hbar/(2W)$. For $W=1$ eV it is $0.6582/2=0.329$ fs, and after 0.5 fs a fraction $e^{-0.5/0.3291}=0.219$ remains.

The sign is visible here too. With $H+iW$ and positive $W$ the norm would grow.

\section{General case: absorption that depends on position}

A useful absorber vanishes where the physics happens. Then $W$ does not commute with $H$, and the factorization above fails. The rate can still be found directly. Assume that $H$ and $W$ are Hermitian at each time, that $W$ is bounded, and that $\psi$ stays in the domain of $H$. Both operators may depend on time.

Dividing (\ref{eom}) by $i\hbar$, with $1/i=-i$ and $(-i)(-i)=-1$, gives
\begin{equation}
\partial_t\psi=-\frac{i}{\hbar}H\psi-\frac1\hbar W\psi .
\label{dtpsi}
\end{equation}
The product rule gives
\begin{equation}
\frac{dN}{dt}=\langle\partial_t\psi|\psi\rangle+\langle\psi|\partial_t\psi\rangle
=2\,\mathrm{Re}\,\langle\psi|\partial_t\psi\rangle ,
\end{equation}
because the two terms are complex conjugates. Inserting (\ref{dtpsi}),
\begin{equation}
\frac{dN}{dt}=2\,\mathrm{Re}\left[-\frac{i}{\hbar}\langle\psi|H|\psi\rangle\right]
-\frac2\hbar\,\mathrm{Re}\,\langle\psi|W|\psi\rangle .
\label{split}
\end{equation}
Since $H$ is Hermitian, $\langle\psi|H|\psi\rangle$ is real. The first bracket is purely imaginary and has no real part. Since $W$ is Hermitian, its expectation is real as well, and
\begin{equation}
\boxed{\;\frac{dN}{dt}=-\frac{2}{\hbar}\langle\psi|W|\psi\rangle\;}
\label{main}
\end{equation}

No time derivative of $H$ appeared, so a moving ion that makes $H$ time-dependent leaves the law unchanged. The ion affects the loss through $\psi$, by steering the electron into or away from the absorber.

\subsection*{Which norm, which expectation}

The expectation in (\ref{main}) is not divided by $N$. If $w=\langle\psi|W|\psi\rangle/N$ is the normalized mean, dividing (\ref{main}) by $N$ gives
\begin{equation}
\frac{d\ln N}{dt}=-\frac{2w}{\hbar}.
\label{relative}
\end{equation}
The length of the state vector, $\|\psi\|=\sqrt N$, has a different rate:
\begin{equation}
\frac{d\|\psi\|}{dt}=\frac{1}{2\sqrt N}\frac{dN}{dt}
=-\frac{\langle\psi|W|\psi\rangle}{\hbar\,\|\psi\|}.
\label{length}
\end{equation}
The phrase ``norm loss rate $-2\langle W\rangle/\hbar$'' is therefore correct for the squared norm with the unnormalized expectation, or for the relative rate with the normalized one.

\subsection*{Limits and failures}

For constant $W$ we have $w=W$, and (\ref{relative}) integrates to (\ref{uniform}). For $W=0$ the norm is conserved. In between, let the spectrum of a time-independent $W$ lie between $w_1$ and $w_2$. Then $w_1\le w\le w_2$, and (\ref{relative}) gives
\begin{equation}
N(0)\,e^{-2w_2t/\hbar}\le N(t)\le N(0)\,e^{-2w_1t/\hbar}.
\end{equation}
If $w_1\ge0$, the norm cannot grow. If $w_1<0$, a state sitting where $W$ is negative gains norm, and the missing norm is then absorption minus gain, not absorption alone.

If $W$ is not Hermitian, (\ref{split}) still holds and the real part must be kept. Write $W=A+iB$ with $A$ and $B$ Hermitian. Then $-iW=-iA+B$: the part $B$ acts as an ordinary potential, and $A$ alone absorbs.

\subsection*{Several orbitals}

In a mean-field calculation each orbital $\psi_a$ obeys (\ref{eom}) with a common $H$ built from all the orbitals. If that $H$ is Hermitian at each instant, (\ref{main}) holds orbital by orbital. With fixed occupations $f_a$, the electron number $N_e=\sum_a f_a\langle\psi_a|\psi_a\rangle$ obeys
\begin{equation}
\frac{dN_e}{dt}=-\frac2\hbar\sum_a f_a\langle\psi_a|W|\psi_a\rangle .
\end{equation}

\section{From lost norm to emitted electrons}

Integrating (\ref{main}) in time gives
\begin{equation}
N(0)-N(t)=\frac2\hbar\int_0^t\langle\psi|W|\psi\rangle\,dt' .
\label{integrated}
\end{equation}
This says how much was absorbed, but not when it left the wafer. For that we need the law at each point. Take one dimension, $H=-(\hbar^2/2m)\partial_x^2+V(x,t)$ with real $V$, and a real function $W(x)$. Let $\rho=|\psi|^2$. From (\ref{dtpsi}),
\begin{align}
\partial_t\rho&=2\,\mathrm{Re}\,(\psi^*\partial_t\psi)\nonumber\\
&=2\,\mathrm{Re}\left[\frac{i\hbar}{2m}\psi^*\partial_x^2\psi-\frac i\hbar V\rho-\frac1\hbar W\rho\right]\nonumber\\
&=-\frac\hbar m\,\mathrm{Im}\,(\psi^*\partial_x^2\psi)-\frac2\hbar W\rho .
\end{align}
The last line uses $\mathrm{Re}(iz)=-\mathrm{Im}\,z$, and the $V$ term drops because it is imaginary. Define the current $j=(\hbar/m)\,\mathrm{Im}(\psi^*\partial_x\psi)$. Its derivative is
\begin{equation}
\partial_xj=\frac\hbar m\,\mathrm{Im}\left(|\partial_x\psi|^2+\psi^*\partial_x^2\psi\right)
=\frac\hbar m\,\mathrm{Im}\,(\psi^*\partial_x^2\psi),
\end{equation}
since $|\partial_x\psi|^2$ is real. Hence
\begin{equation}
\partial_t\rho+\partial_xj=-\frac2\hbar W\rho .
\label{local}
\end{equation}

Let the absorber begin at $x_a$ and end at a hard wall at $L$, where $\psi=0$ and so $j=0$. Let $P(t)=\int_{x_a}^L\rho\,dx$ be the probability inside it. Integrating (\ref{local}) from $x_a$ to $L$ gives $dP/dt-j(x_a,t)=-(2/\hbar)\langle\psi|W|\psi\rangle=dN/dt$, because $W$ vanishes elsewhere. Integrating in time,
\begin{equation}
\int_0^tj(x_a,t')\,dt'=\left[N(0)-N(t)\right]+\left[P(t)-P(0)\right].
\label{balance}
\end{equation}
What has crossed the front plane is either absorbed or still waiting inside. Lost norm equals the net outflow once the absorber has emptied, provided it was empty at the start.

The hard wall matters. If there is a net outflow of current through the ends of the integration region, $H$ is not Hermitian on that region, and an outflow term must be added to (\ref{main}). In a periodic cell, what leaves at one end enters at the other, and (\ref{main}) needs no such term.

\section{An electron in flight}

Take one electron that has just left a silicon wafer with surface at $x=0$. Its wavefunction is a Gaussian packet centred at 6 nm, with density width (standard deviation) $\sigma=0.8$ nm and central kinetic energy $E=5$ eV. The wavenumber and speed are
\begin{equation}
k_0=\sqrt{\frac{2\times5}{0.0762}}=11.46\ \mathrm{nm^{-1}},\qquad
v=\frac{\hbar k_0}{m}=1.326\ \mathrm{nm/fs}.
\end{equation}
The absorber starts at $x_a=10$ nm and rises as
\begin{equation}
W(x)=W_0\left(\frac{x-x_a}{\ell}\right)^2,\quad W_0=1\ \mathrm{eV},\quad \ell=6\ \mathrm{nm},
\end{equation}
to a hard wall at 16 nm. A second hard wall stands at $x=0$, and $V=0$ between them. The packet was propagated in a basis of sine functions on a 0.05 nm grid, by repeated use of the matrix exponential of $-i(H-iW)\Delta t/\hbar$ with $\Delta t=0.02$ fs.

At 5.44 fs about half the norm is left: $N=0.4983$ and $\langle\psi|W|\psi\rangle=0.117077$ eV. The law predicts
\begin{equation}
\frac{dN}{dt}=-\frac{2\times0.117077}{0.65821}=-0.3557\ \mathrm{fs^{-1}} .
\end{equation}
The slope taken from the values of $N$ at neighbouring times, by a fourth-order central difference, is also $-0.3557$ fs$^{-1}$. The normalized mean is $w=0.11708/0.4983=0.2350$ eV, and the relative rate is $-0.714$ fs$^{-1}$. The length $\sqrt N$ falls at $0.252$ fs$^{-1}$. These are three different numbers for one state, which is why the words in the law need care.

At the same moment the terms on the right of (\ref{balance}) are $0.50170$ lost and $0.49814$ inside the absorber. Their sum, $0.99984$, is the time-integrated current through the front plane. Nearly the whole electron has left the vacuum region, yet the lost norm reports half of it. Stopping here and reading $1-N$ would halve the emission.

At 15 fs the lost norm is $0.999883$, equal to the net integrated current to the digits shown. The remaining $1.17\times10^{-4}$ has been sent back by the absorber. Running somewhat longer would not turn it into counted emission until it crossed the box and met the absorber again.

\section{How strong should the absorber be?}

The returned part has two sources, and each can be estimated.

\subsection*{Return from the wall}

Consider a steady wave moving one way at energy $E$, with $W\ll E$ and $W$ changing little over a wavelength. Then $j\simeq v\rho$ and $\partial_t\rho=0$, so (\ref{local}) becomes $\partial_xj=-(2W/\hbar v)\,j$. The current decays by the factor $\exp[-(2/\hbar v)\int W\,dx]$ per crossing. The wave crosses the absorber, reflects, and crosses again. With $\int W\,dx=W_0\ell/3$,
\begin{equation}
R_{\rm wall}\simeq\exp\left(-\frac{4W_0\ell}{3\hbar v}\right).
\label{wall}
\end{equation}
Here $4W_0\ell/3=8$ eV\,nm and $\hbar v=0.873$ eV\,nm, so $R_{\rm wall}\simeq e^{-9.16}=1.05\times10^{-4}$. Numerical integration of the stationary equation from the wall to the front plane gives a reflection probability of $1.07\times10^{-4}$ at 5 eV.

The packet contains a spread of wavenumbers, with standard deviation $\sigma_k=1/(2\sigma)=0.625$ nm$^{-1}$. Averaging the stationary reflection over it gives $1.17\times10^{-4}$, which matches the surviving norm. The average exceeds the central value because $R_{\rm wall}=e^{-c/k}$ is convex here. Its second derivative is $R_{\rm wall}(c^2/k^4-2c/k^3)$. With $c/k_0=9.16$, the relative shift is
\begin{equation}
\frac{\sigma_k^2}{2k_0^2}\left(9.16^2-2\times9.16\right)\simeq0.10 ,
\end{equation}
which raises $1.07\times10^{-4}$ to about $1.18\times10^{-4}$.

\subsection*{Return from the front}

A slow electron has a long wavelength and feels the onset of $W$ as a disturbance. The stationary equation is $\psi''+k^2\psi=-(2im/\hbar^2)W\psi$. To first order in $W$, put $\psi=e^{ikx}$ on the right and use the outgoing Green function $e^{ik|x-x'|}/(2ik)$. The wave returned to the left has amplitude
\begin{equation}
r=\frac{1}{2ik}\left(-\frac{2im}{\hbar^2}\right)\int W\,e^{2ikx'}dx'
=-\frac{m}{\hbar^2k}\int W\,e^{2ikx'}dx' .
\end{equation}
Integrate by parts three times and keep the end at the front plane; near the wall the incoming wave is already absorbed. There $W$ and $W'$ vanish and $W''=2W_0/\ell^2$, so the integral has magnitude $W''/(2k)^3=W_0/(4\ell^2k^3)$. Hence
\begin{equation}
R_{\rm front}\simeq\left(\frac{mW_0}{4\hbar^2\ell^2k^4}\right)^2 .
\label{front}
\end{equation}
At 0.5 eV, $k=3.62$ nm$^{-1}$ and this gives $2.8\times10^{-7}$.

The stationary integration, with the absorber held fixed, gives these reflection probabilities:
\begin{center}
\begin{tabular}{cc}
normal energy (eV) & reflection\\
0.5 & $2.8\times10^{-7}$\\
1.25 & $1.3\times10^{-8}$\\
5 & $1.1\times10^{-4}$\\
20 & $1.0\times10^{-2}$
\end{tabular}
\end{center}
The minimum lies between two regimes. At 1.25 eV both sources contribute. The 0.5 eV entry agrees with (\ref{front}), and the 5 and 20 eV entries with (\ref{wall}), which gives $e^{-4.58}=1.0\times10^{-2}$ at 20 eV. Among the energies listed, the fast electrons are the ones poorly counted. Electrons with normal energy far below 0.5 eV are also returned in appreciable numbers. The first-order formula (\ref{front}), which grows as $E^{-4}$ when the energy falls, is no longer reliable there: at 0.05 eV it gives 0.3\%, while the stationary equation gives 3\%.

The remedy follows from the two formulas. Doubling $W_0$ at fixed $\ell$ squares $R_{\rm wall}$, taking the 20 eV value to about $1\times10^{-4}$. It multiplies $R_{\rm front}$ by four, to about $1.1\times10^{-6}$ at 0.5 eV. For normal energies between 0.5 and 20 eV that is a good trade if errors of $10^{-4}$ are acceptable.

\section{The same law for a finite time step}

The Crank--Nicolson step advances $\psi$ to $\psi_+$ over a time $\Delta t$. With $\psi_m=(\psi_++\psi)/2$ it reads
\begin{equation}
\psi_+-\psi=-\frac{i\Delta t}{\hbar}(H-iW)\psi_m .
\label{cn}
\end{equation}
Expand the product
\begin{align}
2\,\mathrm{Re}\langle\psi_m|\psi_+-\psi\rangle
&=\mathrm{Re}\langle\psi_++\psi|\psi_+-\psi\rangle\nonumber\\
&=N_+-N+\mathrm{Re}\left(\langle\psi|\psi_+\rangle-\langle\psi_+|\psi\rangle\right).
\end{align}
The last bracket is a number minus its conjugate, so its real part is zero. Inserting (\ref{cn}) on the left removes $H$ as before and leaves
\begin{equation}
N_+-N=-\frac{2\Delta t}{\hbar}\langle\psi_m|W|\psi_m\rangle .
\label{discrete}
\end{equation}
This is an identity for any $\Delta t$, with $H$ and $W$ fixed during the step. As $\Delta t\to0$ it returns (\ref{main}).

An identity in the bookkeeping does not make the step accurate. Take one step of 0.2 fs from the half-absorbed packet. The Crank--Nicolson loss is $0.0448$, and so is the right side of (\ref{discrete}) in magnitude. The matrix exponential gives a loss of $0.0705$ over the same interval. Over this interval the coarse step misses over a third of the absorption while its books balance.

The reason is in $\psi_m$. Adding $2\psi$ to both sides of (\ref{cn}) and halving gives
\begin{equation}
\psi_m=\left[1+\frac{i\Delta t}{2\hbar}(H-iW)\right]^{-1}\psi .
\end{equation}
For a packet narrow in energy and weak $W$, replace $H-iW$ by $E$. Then $|\psi_m|^2\simeq|\psi|^2/(1+a^2)$ with $a=E\Delta t/2\hbar$. Here $a=0.760$ and $1+a^2=1.577$. The loss estimated from the starting state, $0.3557\times0.2=0.0711$, is reduced to $0.0451$, close to the $0.0448$ found. In this estimate, keeping the error near 1\% needs $a\simeq0.1$, or $\Delta t\simeq0.2\,\hbar/E=0.026$ fs at 5 eV. Here $E$ is measured from the zero of energy of the $H$ used in the step. Subtracting a constant 5 eV from $H$ changes only the overall phase of the exact solution, yet it cuts the shortfall of the 0.2 fs step to 0.7\%. When the states span a wide range of energies no single shift serves them all, and the energy farthest from the zero sets the step.

With $H$ fixed in time, as here, the shortfall is a delay, not a lasting loss of emission. The Crank--Nicolson step also lowers the speed of the packet by the factor $1+a^2$, so the absorption per unit length is nearly unchanged. A run made entirely with 0.2 fs steps and continued to 25 fs ends with the same surviving norm, $1.17\times10^{-4}$. What the coarse step spoils in this example is the timing. When a moving ion makes $H$ change in time, a coarse step can also give the wrong amount of emission, so the result should be compared with that of a smaller step.

\section{Beside a real wafer}

Secondary electrons from an implanted wafer have energies of roughly a few eV, with a tail to higher energies, and leave at many angles. The single 5 eV packet is a rough typical case. The real spread matters: at 20 eV of normal energy the uncounted part rises from 0.01\% to 1\%. An electron of 5 eV leaving at $60^\circ$ to the normal has $5\cos^260^\circ=1.25$ eV of normal energy and is absorbed well. Grazing electrons are not. If emission follows a cosine law, the normal energy is spread evenly between 0 and $E$. For $E=5$ eV the reflection averaged over angle is then 0.19\%, nearly all of it from normal energies below 0.5 eV, and doubling $W_0$ raises it to 0.26\%. Slow electrons also need a longer run: at 0.5 eV of normal energy, 10 nm takes 24 fs. The model starts outside the surface, so it says nothing about how many electrons each ion releases.

The free packet also ignores the pull of the wafer. For a rough silicon permittivity $\varepsilon=11.7$, the image energy $-\frac{\varepsilon-1}{\varepsilon+1}\frac{e^2}{16\pi\varepsilon_0x}$ is $-0.05$ eV at 6 nm. A positive charge left at the surface adds $-\frac{2}{\varepsilon+1}\frac{e^2}{4\pi\varepsilon_0x}=-0.04$ eV, if mobile carriers do not screen it. Repeating the propagation with both moves the mean absorption time from 5.46 to 5.48 fs. The effect is small for this 5 eV packet, but not for electrons whose normal energy is near 0.1 eV. A rough wafer field of 0.001 MV/cm changes the energy by $10^{-3}$ eV over 10 nm, and the ratio of kinetic to rest energy is $10^{-5}$. At a rough beam current of 1 mA/cm$^2$ of singly charged ions, the expected number of further ions on a 100 nm square during 15 fs is $9\times10^{-9}$, so a second impact nearby during the electron's flight can be neglected. Charge and damage left by earlier ions are a separate matter, not treated here.
